# Surface displacement is not film thickness change: a comment on apparent d33

**The argument under review**

An imagined manuscript reports the piezoelectric coefficient of an epitaxial lead zirconate titanate film, 1 µm thick, on a piece of (001) silicon 500 µm thick. The piece rests on a ring at its rim. A laser beam reflects from the centre of a circular top electrode of radius 300 µm, and an interferometer compares its path with that of a fixed reference mirror. At an amplitude of 1 V the surface moves by 203 pm. The authors conclude that $d_{33}=203$ pm/V, and they defend the step as follows.

1. Silicon is not piezoelectric, so the motion must come from the film.
2. The substrate is 500 times thicker than the film and hardly deforms.
3. The signal is proportional to voltage and, at fixed voltage, does not depend on film thickness, as a true thickness coefficient requires.

The number looks credible, since it lies below the 270 pm/V assumed for the same material when free of the substrate. The question is what the beam has measured. I treat the sample as a linear elastic disc, driven well below its first resonance so that inertia can be neglected, and ask how far each part of it moves.

**What the beam records**

Let heights be positive upward and measured from the support. On the axis of the disc, the height change of the top surface is the sum

$$u_{\rm single}=\Delta_f+\Delta_s+u_b ,\qquad(1)$$

where $\Delta_f$ is the thickness change of the film, $\Delta_s$ that of the substrate, and $u_b$ the motion of the back face. This is geometry and assumes nothing about the material. The manuscript equates $u_{\rm single}$ with $\Delta_f$, so it needs $\Delta_s$ and $u_b$ to be negligible. Point 1 does not supply this: a passive substrate still moves when an active film pulls on it.

**The film and the force it exerts**

The film has thickness $t_f$ and is poled along its normal, direction 3. The field $E=V/t_f$ points along the polarization. Because the substrate is much thicker, the in-plane strain of the film is nearly zero; the top surface is free, so the normal stress vanishes. With equal in-plane stresses $\sigma$, the constitutive relations are

$$0=(s_{11}+s_{12})\sigma+d_{31}E,\qquad \varepsilon_3=2s_{13}\sigma+d_{33}E .$$

The first gives $\sigma=-e_{31,f}E$ with $e_{31,f}=d_{31}/(s_{11}+s_{12})$. Inserting this in the second gives

$$\Delta_f=t_f\varepsilon_3=d_{33,f}V,\qquad d_{33,f}=d_{33}-\frac{2d_{31}s_{13}}{s_{11}+s_{12}} .\qquad(2)$$

So even a perfect measurement of film thickness yields the clamped coefficient $d_{33,f}$, not $d_{33}$. The film also carries a tension per unit length

$$N=\sigma t_f=-e_{31,f}V .\qquad(3)$$

Since $d_{31}<0$, $N$ is positive: the film tries to contract in its plane and is held back. At fixed voltage $N$ does not depend on $t_f$, because a thicker film has a weaker field but a larger cross-section.

These relations contain no electromagnetic constant, so they hold unchanged in atomic units or in any other coherent system.

**Bending of the substrate**

The substrate has thickness $t_s$, radius $R$, Young modulus $Y$ and Poisson ratio $\nu$. The electrode has radius $a$. Let $h(r)$ be the height of the midplane and $\phi=h'$ its slope. In thin-plate theory a point at height $z$ above the midplane moves radially by $-z\phi$, so the strains are $-z\phi'$ and $-z\phi/r$. Multiplying the plane-stress stresses by $z$ and integrating over the thickness gives the moments

$$m_r=-D\left(\phi'+\nu\frac{\phi}{r}\right),\quad m_\theta=-D\left(\frac{\phi}{r}+\nu\phi'\right),\quad D=\frac{Yt_s^3}{12(1-\nu^2)} .$$

The film tension acts at a height $t_s/2$ above the midplane (the small addition $t_f/2$ is dropped). Inside the electrode it therefore adds a moment $M=Nt_s/2$ in both directions. No vertical load acts and the ring reaction is zero, so there is no transverse shear force, and balance of moments reads $(rm_r)'=m_\theta$. The uniform $M$ cancels from this equation. Inserting the moments leaves

$$\phi''+\frac{\phi'}{r}-\frac{\phi}{r^2}=0 ,$$

whose solutions are $r$ and $1/r$. Regularity at the centre gives

$$\phi=Ar\ \ (r<a),\qquad \phi=Br+\frac{C}{r}\ \ (r>a).$$

Three conditions fix the constants. The slope is continuous at $a$, the total moment is continuous at $a$, and the moment vanishes at the rim:

$$A=B+\frac{C}{a^2},$$
$$M-D(1+\nu)A=-D\left[(1+\nu)B-(1-\nu)\frac{C}{a^2}\right],$$
$$(1+\nu)B=(1-\nu)\frac{C}{R^2}.$$

Replacing $A-B$ by $C/a^2$ in the second condition gives $M=D[(1+\nu)+(1-\nu)]C/a^2$, hence $C=Ma^2/(2D)$. This is positive, so the disc becomes a dish. Its rim is held by the ring, so its centre sinks by

$$w=\int_0^R\phi\,dr=\frac{Aa^2}{2}+\frac{B(R^2-a^2)}{2}+C\ln\frac Ra .$$

The first condition turns the first two terms into $C/2+BR^2/2$, and the third gives $BR^2=C(1-\nu)/(1+\nu)$. Since $\tfrac12[1+(1-\nu)/(1+\nu)]=1/(1+\nu)$,

$$w=\frac{3N(1-\nu^2)a^2}{Yt_s^2}\left[\frac{1}{1+\nu}+\ln\frac Ra\right],\qquad u_b\simeq-w .\qquad(4)$$

For an electrode covering the whole disc, $a=R$, this reduces to the Stoney form

$$w=\frac{3N(1-\nu)R^2}{Yt_s^2}.\qquad(5)$$

Equation (4) describes the midplane. The back face differs from it by Poisson strains, and plate theory also simplifies the region near the electrode edge. Both corrections are of order $N/Y$, so (4) is reliable when $w\gg N/Y$.

Point 2 of the manuscript now fails. The strain in the substrate is small, of order $N/(Yt_s)$, but over the thickness $t_s$ it can add up to a displacement of order $N/Y$, however thick the substrate is. For these materials $N/Y$ is comparable with $\Delta_f$, although the thickness change of the substrate depends on the electrode radius and happens to be small for the manuscript's electrode. For a wide electrode, bending adds a displacement that exceeds $N/Y$ by a lever factor of several times $(a/t_s)^2$; for the sample below, (4) gives about 26 at $a=2t_s$ and about 220 at full coverage. Point 3 fails too: $w$ is proportional to voltage and independent of film thickness, just as $\Delta_f$ is. A thickness series at fixed voltage cannot tell them apart.

**The substrate also changes thickness**

Bending stress is odd about the midplane and leaves the total thickness unchanged. The mean in-plane stress does not. For $a\gg t_s$ it follows from the same kind of calculation. Let $u(r)$ be the mean radial displacement and $T_r=K(u'+\nu u/r)$ the radial force per unit length, with $K=Yt_s/(1-\nu^2)$. In-plane equilibrium again gives $u=Ar$ inside and $u=Br+C/r$ outside, with new constants. Continuity of $u$ again reads $A-B=C/a^2$. Continuity of the total force, film included, is

$$N+K(1+\nu)A=K\left[(1+\nu)B-(1-\nu)\frac{C}{a^2}\right],$$

so $C=-Na^2/(2K)$. The free rim gives $B=(1-\nu)C/[(1+\nu)R^2]$. The substrate force inside the electrode is then

$$T=K(1+\nu)A=-\frac N2\left[(1+\nu)+(1-\nu)\frac{a^2}{R^2}\right].$$

Both in-plane stresses average $T/t_s$, so the thickness changes by $t_s(-\nu/Y)(2T/t_s)$:

$$\Delta_s=\frac{\nu N}{Y}\left[(1+\nu)+(1-\nu)\frac{a^2}{R^2}\right]\qquad(a\gg t_s).\qquad(6)$$

The substrate is squeezed sideways and thickens.

It is tempting to escape by making the electrode small, since (4) then tends to zero. Consider $t_f\ll a\ll t_s$, where the substrate acts as a half-space. The film tension is uniform inside the electrode, so it loads the substrate only at the edge, with an inward force $N$ per unit length. To find the surface height at the centre, first take a different load: a normal pressure $p\cos kx$, with $z$ now measured into the solid. The stress function

$$\chi=\frac{p}{k^2}(1+kz)e^{-kz}\cos kx$$

is biharmonic and gives $\sigma_{zz}=\partial_x^2\chi=-p\cos kx$ and $\sigma_{xz}=-\partial_x\partial_z\chi=0$ at $z=0$, as required. It also gives $\sigma_{xx}=\partial_z^2\chi=-p\cos kx$ there. In plane strain $\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})=-2\nu p\cos kx$, so the surface strain is

$$\varepsilon_{xx}=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{Y}=-\frac{(1+\nu)(1-2\nu)}{Y}\,p\cos kx .$$

The factor does not depend on $k$. Superposing waves of all directions, the in-plane divergence of the surface displacement is $-(1+\nu)(1-2\nu)/Y$ times the local pressure, for any pressure pattern. For a point force $P$ at the centre, the divergence theorem on a circle of radius $a$ gives an inward displacement $u_{\rm in}$ with

$$2\pi a\,u_{\rm in}=\frac{(1+\nu)(1-2\nu)P}{Y}.$$

Linear elasticity is reciprocal: the work of $P$ on the displacement caused by the ring load equals the work of the ring load on the displacement caused by $P$. Hence $P$ times the dent equals $N\,2\pi a\,u_{\rm in}$, and

$$\Delta_s=-\frac{(1+\nu)(1-2\nu)N}{Y}\qquad(t_f\ll a\ll t_s).\qquad(7)$$

The radius has cancelled. Within these limits, shrinking the electrode removes the bending but leaves a dent of fixed depth.

**Numbers for the manuscript's sample**

I take rough typical values. For the film, $s_{11},s_{12},s_{13}=14,-4,-6$ in units of $10^{-12}$/Pa, $d_{31}=-120$ pm/V and $d_{33}=270$ pm/V. Then

$$e_{31,f}=\frac{-120}{14-4}=-12\ {\rm C/m^2},$$
$$d_{33,f}=270-\frac{2(-120)(-6)}{10}=126\ {\rm pm/V},$$

or 1.26 Å/V. The tension at 1 V is $N=12$ N/m. For silicon I use an isotropic solid with $Y=130.4$ GPa and $\nu=0.278$, which reproduces its response to equal in-plane stresses in the (001) plane. This gives $N/Y=92$ pm. The disc radius is 5 mm.

For a fully covered disc, (5) gives

$$w=\frac{3(12)(0.722)(5\times10^{-3})^2}{(130.4\times10^9)(5\times10^{-4})^2}\ {\rm m}\approx19900\ {\rm pm},$$

more than 150 times the film's own expansion, and in the opposite direction.

The manuscript's electrode, with $a=0.6\,t_s$, lies outside both limits (6) and (7). I therefore use a finite-element solution of the three-dimensional elastic problem, with the film's full compliance and piezoelectric strain. Displacements at 1 V, in pm, are:

| $a$ (µm) | $\Delta_f$ | $\Delta_s$ | $u_b$ | single beam |
|---:|---:|---:|---:|---:|
| 50 | 128 | −50 | −11 | 67 |
| 300 | 126 | 3 | −333 | −203 |
| 1000 | 126 | 33 | −2449 | −2289 |
| 5000 | 127 | 51 | −19849 | −19671 |

Within the isotropic model, the second row is the manuscript's measurement. The film expands by 126 pm while the back face sinks by 333 pm, so the surface moves down by 203 pm when the film grows thicker. Reporting the amplitude and discarding the phase turns this into an apparently sensible coefficient, 61 % above $d_{33,f}$, although the motion behind it has the opposite sign. At 1000 µm the apparent coefficient is −22.9 Å/V, and at full coverage −196.7 Å/V.

The derived formulas can be compared with this solution. At $a=1000$ µm, (4) gives a dip of 2437 pm against 2449 pm. At full coverage it gives 19928 pm against 19849 pm, a difference of 0.4 %. Doubling the film thickness at fixed voltage lowers the full-coverage dip by 0.25 %, so the finite thickness of the film, which adds stiffness and slightly lengthens the lever arm, accounts for a good part of that difference. Halving the substrate thickness multiplies the dip by 3.995, close to the factor 4 in (5). With $d_{31}$ set to zero at full coverage, the back face stays still: the bending comes from the in-plane coupling, not from $d_{33}$.

For the substrate thickness, (6) predicts 51 pm at full coverage, as found. The dent (7) is 52 pm; the finite-element value is also 52 pm for $a=20$ µm and a film of 0.1 µm, chosen to satisfy the double inequality well.

With the other dimensions held fixed, the single-beam signal passes through zero at $a=153$ µm, where an active film would appear to have no response. For smaller electrodes that are still much wider than the film is thick, the sign is right but the value is low. In the limit $t_f\ll a\ll t_s$ of (7) it tends to $126-52=74$ pm/V, not to 126 pm/V.

**What evidence would support the claim**

A double-beam measurement reflects light from both faces on the same axis and records $\Delta_f+\Delta_s$. It removes $u_b$, by far the largest error for wide electrodes, but not $\Delta_s$. For this sample it would read 78 pm/V at $a=50$ µm and 178 pm/V at full coverage. It equals $d_{33,f}$ at $a=284$ µm, where the dent has given way to thickening and $\Delta_s$ passes through zero. That radius belongs to this geometry and to the isotropic model of the substrate; it is not a design rule for real silicon. The manuscript's electrode happens to be near it: a double beam would have given 129 pm/V.

A single beam can also serve if the whole back face is bonded to a rigid base and $a\gg t_s$. Under the middle of the electrode the uniform film tension exerts no shear on the substrate, so an undeformed substrate satisfies equilibrium and the condition at the bond. The edge force disturbs a region whose width is of order $t_s$. The back face cannot move, and the substrate term at the centre dies away as $a/t_s$ grows: it is about 6 pm at $a=2t_s$ and 1 to 2 pm at $a=4t_s$, but about −32 pm for the manuscript's electrode, which bonding alone would not cure. The finite-element solution with a fixed back gives 127 pm at 1 V for $a=2000$ µm; the same electrode on the free disc gives −6762 pm.

Subtracting a calculated bend is less convincing. For the manuscript's electrode, an error of 10 % in the 333 pm back-face motion is 33 pm, about a quarter of the quantity sought. A series of electrode radii, recorded with phase, is a better diagnostic: $d_{33,f}$ does not depend on radius, whereas the bending does. Such a series exposes the artefact but does not by itself deliver $d_{33,f}$, because $\Delta_s$ also changes with radius: extrapolating to zero bend leads towards 74 pm/V from small electrodes and to values above 126 pm/V from wide ones.

**How far the model represents a real sample**

The layer thicknesses and film coefficients are of the usual order for such films on silicon. The ideal support is an assumption that needs care. Paste, tape or a few contact points need not reproduce either the free or the bonded case, and for $a=2000$ µm those two cases differ by about 6900 pm at 1 V. The bending is therefore a property of the mounted sample and cannot be tabulated for the film.

Elastic anisotropy matters less than the mounting, but it is not negligible for a partly covered disc. Silicon is stiffer along some in-plane directions; using the constants of the stiff direction, 169.7 GPa and 0.061, in (4) lowers the dip at $a=1000$ µm by 11.5 %. Using the stiff constants in every direction overstates the effect. With the full cubic constants the dip at that radius falls by about 6 %, some 150 pm, which still exceeds the film's own expansion; the signal at the manuscript's electrode becomes about −178 pm, and the special radii move to about 160 and 315 µm, while the dent changes only from 52 to 51 pm. The tabulated displacements and the special radii should therefore be read as those of the isotropic model. At full coverage (5) contains only $(1-\nu)/Y$, which is the same for both sets. The drive field, 0.01 MV/cm, is below a rough coercive field of 0.05 MV/cm and far below a rough breakdown field of 1 MV/cm, so a linear response is a reasonable start. Reversible domain-wall motion would change the effective $d_{31}$ and $d_{33}$, and with them both the signal and the bending. Buffer layers, the stiffness of the electrodes and the compliance of the glue are left out.

**Assessment**

The data do not establish $d_{33}=203$ pm/V. They establish a surface displacement of that amplitude, to which the back face may contribute more than the film. I ask the authors to report the phase, the electrode radius, the substrate dimensions and the mounting, and to repeat the measurement with a double beam or a bonded back under the conditions above. The numerical output below gives the full series of radii.

## Computed values

```
INPUTS (rough typical values)
film, substrate thickness: 1, 500 um
disc radius: 5000 um; voltage: 1 V
film s11 s12 s13 s33 s44 (1e-12/Pa): 14 -4 -6 17 45
film d31, d33: -120, 270 pm/V
silicon c11 c12 c44: 166 64 80 GPa
substrate Y: 130.4 GPa; nu: 0.2783
CLAMPED FILM
e31f: -12.00 C/m2; d33f: 126.0 pm/V
film tension N at 1 V: 12.00 N/m; N/Y: 92.0 pm
CENTRE DISPLACEMENTS AT 1 V, finite elements (pm)
a(um)   film  substrate  back face  single beam  double beam
   50   128.0     -50.2       -10.6         67.2         77.8
  100   127.0     -42.8       -41.9         42.3         84.2
  200   126.6     -20.2      -158.7        -52.3        106.3
  300   126.4       2.8      -332.5       -203.3        129.2
  500   126.4      27.8      -798.6       -644.4        154.2
 1000   126.4      33.4     -2448.5      -2288.7        159.9
 2000   126.4      35.5     -6923.5      -6761.5        162.0
 5000   126.6      51.0    -19848.6     -19670.9        177.6
BENDING DIP FROM THE PLATE FORMULA (pm at 1 V)
a = 200 um: 163.1
a = 500 um: 785.8
a = 1000 um: 2437.0
a = 2000 um: 6923.0
a = 5000 um: 19928.0
SUBSTRATE THICKNESS LIMITS (pm at 1 V)
thickening formula, a = 2000 um: 35.7
thickening formula, a = 5000 um: 51.2
dent formula, small electrode: -52.2
dent, elements, a = 20 um, film 0.1 um: -51.9
CAUSES AND CURE
back-face ratio, substrate halved: 3.995
back-face ratio, film doubled: 0.9975
back face with d31 = 0: 0.000 pm
bonded back, a = 2000 um, single beam: 127.4 pm
single-beam signal vanishes at a = 153 um
double beam reads d33f at a = 284 um
MAIN RESULTS CONVERTED (angstrom/V)
true d33f: 1.26
apparent, a = 1000 um: -22.9
apparent, a = 5000 um: -196.7
apparent/true, a = 5000 um: -156
NEGLECTED EFFECTS
stiff in-plane axis of silicon: Y 169.7 GPa, nu 0.061
dip change with it, a = 1000 um: -11.5 %
first plate resonance: 35.1 kHz; drive 1 kHz
resonant gain minus 1: 8.1e-04
field: 0.010 MV/cm; rough coercive 0.05, breakdown 1
electrostatic squeeze (eps_r 1000): 0.075 pm
mesh refinement shift, a = 200 um: 0.063 pm
```
